# Spin-orbit correction to the germanium valence edge and p-type Schottky barrier

## Problem

A scalar-relativistic calculation of a metal contact on unstrained germanium leaves out spin-orbit coupling. It gives a p-type Schottky barrier of 0.30 eV, a value chosen here for illustration. The spin-orbit splitting at the top of the germanium valence band is $\Delta=0.29$ eV, with the fourfold level above the twofold one. How far does spin-orbit coupling raise the valence edge $E_V$ above its scalar-relativistic position $E_{\rm av}$, and what happens to the barrier?

Electron energies increase upward. The barriers for holes and electrons are

$$
\Phi_p=E_F-E_V,\qquad \Phi_n=E_C-E_F ,
$$

where $E_F$ is the metal Fermi level and $E_C$ the conduction edge. The potential lineup across the interface and $E_F$ are held fixed, so the correction sought is that of the bulk semiconductor bands alone.

## A tempting solution

Spin-orbit coupling splits one level into two that lie $\Delta$ apart. The original level is their average, so it lies halfway between them. The upper level has therefore risen by

$$
\frac{\Delta}{2}=\frac{0.29\ \text{eV}}{2}=0.145\ \text{eV},
$$

and the p-type barrier falls from 0.300 eV to 0.155 eV.

## Where it fails

The word "average" has been read as "midpoint". The two levels hold different numbers of states: four in the upper and two in the lower. With shifts $+\Delta/2$ and $-\Delta/2$, the six shifts would add up to

$$
4\left(\frac{\Delta}{2}\right)+2\left(-\frac{\Delta}{2}\right)=\Delta .
$$

This sum is the trace of the spin-orbit operator over the six states, and that trace is zero, as shown below. The average that stays in place is the one weighted by degeneracy.

## Right solution

**The operator.** Without spin-orbit coupling, the valence top at $\Gamma$ is an orbital triplet, sixfold degenerate with spin. Assume first that spin-orbit coupling acts only within these six states. The operator is

$$
H_{\rm so}=\frac{\hbar}{4m^2c^2}(\nabla V\times\mathbf p)\cdot\boldsymbol\sigma
=\sum_i h_i\sigma_i ,
$$

with $V$ the potential energy of the electron, $m$ its mass, $c$ the speed of light and $\sigma_i$ the Pauli matrices.

At $\Gamma$ the three orbitals can be chosen real. Since $V$ is real and $\mathbf p=-i\hbar\nabla$, each $h_i$ is $i$ times a real operator, and its matrix elements are imaginary. It is also Hermitian, so its $3\times3$ matrix is antisymmetric.

Such a matrix has three independent elements. The angular momentum matrices in the basis $x,y,z$ supply a complete set. For example,

$$
L_z x=-i\hbar(x\partial_y-y\partial_x)x=i\hbar y,\qquad L_z y=-i\hbar x,\qquad L_z z=0,
$$

and the other components follow by cyclic permutation. Hence

$$
h_i=\frac1\hbar\sum_k M_{ik}L_k
$$

with real $M_{ik}$. The germanium orbitals need not be atomic p functions. They transform like $x,y,z$ under the tetrahedral group, and $\mathbf L$ is the effective angular momentum defined by these matrices.

Symmetry fixes $M$. A half-turn about $z$ reverses the $x$ and $y$ components of both $\mathbf h$ and $\mathbf L$ but keeps their $z$ components. Therefore $M_{xz}$, $M_{yz}$, $M_{zx}$ and $M_{zy}$ vanish. A half-turn about $x$ removes $M_{xy}$ and $M_{yx}$. A threefold rotation about the cube diagonal permutes the axes and makes the three diagonal elements equal, to $\kappa$ say. With $\mathbf S=\hbar\boldsymbol\sigma/2$,

$$
H_{\rm so}=\frac{\kappa}{\hbar}\,\mathbf L\cdot\boldsymbol\sigma
=\frac{\lambda}{\hbar^2}\,\mathbf L\cdot\mathbf S,\qquad \lambda=2\kappa .
$$

**The levels.** From the matrices above, $L_x^2x=0$ and $L_y^2x=L_z^2x=\hbar^2x$. Thus $L^2x=2\hbar^2x$, and likewise for $y$ and $z$. This is $l(l+1)\hbar^2$ with $l=1$. Put $\mathbf J=\mathbf L+\mathbf S$. Since $\mathbf L$ and $\mathbf S$ commute,

$$
J^2=L^2+S^2+2\mathbf L\cdot\mathbf S
\quad\Rightarrow\quad
\frac{\mathbf L\cdot\mathbf S}{\hbar^2}
=\frac12\left[j(j+1)-2-\frac34\right].
$$

For $j=3/2$ the bracket is $15/4-11/4=1$. For $j=1/2$ it is $3/4-11/4=-2$. The shifts are

$$
E_{3/2}-E_{\rm av}=\frac{\lambda}{2}\quad(4\ \text{states}),\qquad
E_{1/2}-E_{\rm av}=-\lambda\quad(2\ \text{states}).
$$

Their separation is $\Delta=\lambda/2+\lambda=3\lambda/2$, so $\lambda=2\Delta/3$ and

$$
\boxed{E_V-E_{\rm av}=\frac{\lambda}{2}=\frac{\Delta}{3}}
$$

The doublet moves down by $2\Delta/3$. The weighted sum is $4(\Delta/3)-2(2\Delta/3)=0$, as it must be: the trace of each product $L_iS_i$ is the orbital trace times the spin trace, and both vanish.

**The numbers.** For germanium,

$$
\lambda=\frac{2(0.29)}{3}\ \text{eV}=0.193\ \text{eV},\qquad
E_V-E_{\rm av}=\frac{0.29}{3}\ \text{eV}=0.097\ \text{eV},
$$

or $1.55\times10^{-20}$ J. The doublet lies 0.193 eV below $E_{\rm av}$. The midpoint of the two levels lies 0.048 eV below $E_{\rm av}$, which is the amount by which the tempting solution overestimated the rise.

The order of the levels matters. If the doublet were on top, $\lambda$ would be negative and the edge would rise by $2|\Delta|/3$, or 0.193 eV for the same size of splitting.

## The barriers

With $E_F$ and the lineup fixed, raising $E_V$ brings it closer to the Fermi level:

$$
\Phi_p=0.300\ \text{eV}-0.097\ \text{eV}=0.203\ \text{eV}.
$$

The correction is about a third of this chosen barrier. Real metal contacts on germanium are usually pinned close to the valence edge, with p-type barriers nearer 0.1 eV, so there the correction is comparable to the barrier itself. It must not be added if $E_V$ already includes spin-orbit coupling.

The germanium conduction edge lies at the zone-boundary point L and is an orbital singlet. There $\mathbf k$ and $-\mathbf k$ differ by a reciprocal lattice vector, so complex conjugation returns the same orbital up to a phase, and the orbital can be chosen real. The diagonal element of each imaginary, antisymmetric $h_i$ is then zero. To first order $E_C$ and $\Phi_n$ do not change, while the gap $\Phi_n+\Phi_p$ falls by $\Delta/3$.

If spin-orbit coupling also changes the metal Fermi level or the interface dipole appreciably, those shifts must be calculated separately.

## Limit 1: coupling to remote bands

The six-state assumption can be checked with a model. Place a second triplet of the same symmetry at energy $E$ above the first, neglect its own splitting, and couple the two by $(\lambda'/\hbar^2)\mathbf L\cdot\mathbf S$. Write $\lambda=2\delta/3$ and $\lambda'=2\delta'/3$, where $\delta$ is the splitting before this coupling acts. Set $E_{\rm av}=0$.

The coupling conserves $j$ and its projection, so each state meets one partner:

$$
\begin{pmatrix}\delta q/3&\delta'q/3\\ \delta'q/3&E\end{pmatrix},
\qquad q=1\ (j=3/2),\quad q=-2\ (j=1/2).
$$

For $E$ much larger than $|\delta|$ and $|\delta'|$, second-order perturbation theory lowers each valence state by $(\delta'q/3)^2/E$:

$$
E_{3/2}\simeq\frac{\delta}{3}-\frac{\delta'^2}{9E},\qquad
E_{1/2}\simeq-\frac{2\delta}{3}-\frac{4\delta'^2}{9E}.
$$

The full splitting, which is what an observation would give, is $\Delta\simeq\delta+\delta'^2/(3E)$. Substituting $\delta\simeq\Delta-\delta'^2/(3E)$ into the first expression gives

$$
E_V-E_{\rm av}\simeq\frac{\Delta}{3}-\frac{\delta'^2}{9E}-\frac{\delta'^2}{9E}
=\frac{\Delta}{3}-\frac{2\delta'^2}{9E}.
$$

A remote triplet above pushes the whole valence group down, so its weighted mean no longer equals $E_{\rm av}$. A triplet below, such as a core p level, has $E<0$ and pushes the group up instead.

For the chosen values $\delta=\delta'=0.29$ eV and $E=10$ eV, diagonalization gives a full splitting of 0.2927 eV and an edge rise of 0.0957 eV. The departure from one third of the full splitting is $-1.85$ meV, against $-1.87$ meV from the second-order formula. In this model the $\Delta/3$ rule is thus off by about 2% of the rise. These are not fitted germanium parameters.

## Limit 2: tetragonal strain

Strain along $z$ separates the $z$ orbital from the $x,y$ pair before spin-orbit coupling acts. The rise is now measured from the highest strained scalar-relativistic level. Keep $\lambda=2\Delta/3$, where $\Delta$ is the unstrained splitting, and let $t>0$ be the strain separation.

**Pair on top.** The state with orbital projection $+1$ and spin up has $m_j=3/2$ and no partner to mix with. Its spin-orbit energy is $\lambda/2=\Delta/3$. The states with $m_j=\pm1/2$ reach the same height at $t=0$, and lowering the $z$ orbital cannot raise them. The edge therefore still rises by $\Delta/3$.

**The $z$ orbital on top.** Take the $z$ level as zero. The state $|z\uparrow\rangle$ mixes with $|{+1},\downarrow\rangle$, whose energy is $-t-\lambda/2=-t-\Delta/3$. The mixing comes from $L_+S_-/2$ and has magnitude

$$
\frac{\lambda}{\hbar^2}\,\frac{(\sqrt2\,\hbar)(\hbar)}{2}=\frac{\lambda}{\sqrt2}=\frac{\sqrt2\,\Delta}{3}.
$$

The upper eigenvalue of this $2\times2$ problem is the rise:

$$
r(t)=\frac12\left[-\left(t+\frac{\Delta}{3}\right)
+\sqrt{\left(t+\frac{\Delta}{3}\right)^2+\frac{8\Delta^2}{9}}\,\right].
$$

The unmixed $m_j=3/2$ state lies at $-t+\Delta/3$. It coincides with $r$ at $t=0$ and then falls with slope $-1$, whereas the slope of $r$ stays above $-1/2$. So $r(t)$ is the edge.

At $t=0$ the square root equals $\Delta$, and $r=\Delta/3$ is recovered. For $t\gg\Delta$, expanding the root gives $r\simeq2\Delta^2/(9t)$. The first-order rise has gone, because the top level has become an orbital singlet. For germanium this limit is formal: $t=0.10$ eV already corresponds to a biaxial strain somewhat below 1%, and $t=1$ eV would need roughly 7 to 9%. At $t=0.30$ eV the limit gives 0.062 eV against 0.043 eV from the full expression, so the full expression should be used at realistic strains.

For $t=0.10$ eV,

$$
r=\frac12\left[-0.1967+\sqrt{0.1967^2+\frac{8(0.29)^2}{9}}\,\right]\text{eV}
=0.070\ \text{eV}.
$$

Adding 0.097 eV to this strained edge would overcorrect it by 0.027 eV. With the pair on top at the same $t$, the rise remains 0.097 eV. A contact under this tetragonal strain therefore requires the orbital order as well as $\Delta$ and, when the $z$ orbital is on top, the separation $t$ too. The numerical output below lists both cases and the large-separation limit.

## Values computed for the example and the checks

```
Given Ge spin-orbit splitting Delta: 0.29 eV
Coupling energy lambda: 0.1933 eV
Quartet shift from scalar-relativistic edge: 0.0967 eV
Doublet shift from scalar-relativistic edge: -0.1933 eV
Weighted mean of six shifts: 0.0000 eV
Midpoint of the two levels: -0.0483 eV
Valence-edge rise: 0.097 eV
Valence-edge rise: 1.549e-20 J
Edge rise if level order were reversed: 0.1933 eV
Chosen scalar-relativistic p-barrier: 0.300 eV
p-barrier with spin-orbit coupling: 0.203 eV
Chosen remote-triplet energy: 10.0 eV
Chosen remote coupling delta-prime: 0.29 eV
Full splitting with remote triplet: 0.29272 eV
Edge rise with remote triplet: 0.09572 eV
Correction to Delta/3, diagonalized: -0.00185 eV
Correction to Delta/3, second order: -0.00187 eV
Chosen strain splitting: 0.10 eV
Edge rise, x-y pair on top: 0.0967 eV
Edge rise, z orbital on top: 0.0701 eV
Chosen large singlet separation: 10.0 eV
Singlet shift, diagonalized: 0.00185 eV
Singlet shift, large-separation limit: 0.00187 eV
```
